# Local current density across a thick metal film with diffuse surfaces

**Question**

I am stuck on an exercise about thin-film resistivity. A metal film carries a current parallel to its surfaces, and both surfaces scatter electrons diffusely. I am asked to compute the local current density across a thick film and to show that it falls to half the bulk value at each surface.

My first guess was zero: if the surface wipes out the drift of every electron that hits it, why does any current flow there? I also don't see what "thick" has to mean. Is the half an identity or an approximation?

**Answer**

The surface wipes out the drift of the electrons that leave it. Those about to hit it still have the drift they gained inside the film, and they carry current too. The calculation keeps the two groups apart, and it also shows that the half is a limit, approached when the film is much thicker than the mean free path.

**Model**

Let the film fill $0<z<d$, with a weak field $E$ along $x$. The film is uniform along $x$, so $\partial_xE_z=0$. In a steady state $\nabla\times\mathbf E=0$, so $\partial_zE_x=\partial_xE_z=0$ and the field is the same at every depth. I use Hartree atomic units, in which the electron has charge $-1$ and mass 1. The electrons are free and degenerate, with Fermi wave number $k_F$ and speed $v_F=k_F$. Bulk scattering is elastic and isotropic, with relaxation time $\tau$ and mean free path $\lambda=v_F\tau$. The treatment is semiclassical, so $d$ must be much larger than the Fermi wavelength.

Write the distribution as $f=f_0+(-f_0')\Phi$, where $f_0$ is the Fermi function and the prime means $\partial/\partial\varepsilon$. The force on an electron is $-E$, and $\partial f_0/\partial k_x=v_xf_0'$. To first order in $E$ the steady Boltzmann equation is

$$v_z(-f_0')\frac{\partial\Phi}{\partial z}-Ev_xf_0'=-\frac{(-f_0')\Phi}{\tau}.$$

Dividing by $-f_0'$ gives

$$v_z\frac{\partial\Phi}{\partial z}+\frac{\Phi}{\tau}=-Ev_x .$$

The right side of the first equation assumes that collisions relax $f$ towards $f_0$. Isotropic scattering really relaxes it towards its average over directions. The two agree if $\Phi$ averages to zero, which holds for the solution below because it is odd in $v_x$. For the same reason no charge builds up.

A diffuse surface sends electrons back with a distribution that does not depend on direction, so $\Phi$ is a constant for the leaving electrons. That constant is fixed by requiring no net flow through the surface. The arriving $\Phi$ is odd in $v_x$ and contributes no net flow, so the constant is zero:

$$\Phi=0\ \text{ at } z=0 \text{ for } v_z>0,\qquad \Phi=0\ \text{ at } z=d \text{ for } v_z<0 .$$

**Solving for each direction**

Let $s$ be the normal distance from the surface an electron is moving away from: $s=z$ for $v_z>0$ and $s=d-z$ for $v_z<0$. In both cases $v_z\,\partial/\partial z=|v_z|\,\partial/\partial s$. Divide the equation by $|v_z|$ and multiply it by $e^{s/(\tau|v_z|)}$. The left side becomes a total derivative:

$$\frac{\partial}{\partial s}\left[\Phi\,e^{s/(\tau|v_z|)}\right]=-\frac{Ev_x}{|v_z|}\,e^{s/(\tau|v_z|)} .$$

Integrating from $0$, where $\Phi=0$, gives $\Phi\,e^{s/(\tau|v_z|)}=-E\tau v_x\left[e^{s/(\tau|v_z|)}-1\right]$, so

$$\Phi=-E\tau v_x\left[1-e^{-s/(\tau|v_z|)}\right].$$

Far from the surface just left, this is the bulk result $-E\tau v_x$.

**Summing the current**

With two spin states and charge $-1$,

$$j=-2\int\frac{d^3k}{(2\pi)^3}\,v_x(-f_0')\Phi=-\frac{k_F^2}{4\pi^3v_F}\int d\Omega\,v_x\Phi .$$

The second form follows because $-f_0'$ acts as a delta function at the Fermi energy and $dk=d\varepsilon/v$.

Take one hemisphere, all electrons moving towards $+z$ or all moving towards $-z$. Set $u=|v_z|/v_F$, so that $d\Omega=du\,d\phi$ and $v_x=v_F\sqrt{1-u^2}\cos\phi$. The integral of $\cos^2\phi$ over $\phi$ is $\pi$. The two minus signs cancel, and the hemisphere carries

$$j_{\rm h}(s)=\frac{k_F^2v_FE\tau}{4\pi^2}\int_0^1(1-u^2)\left[1-e^{-s/(\lambda u)}\right]du .$$

The electron density is $n=k_F^3/(3\pi^2)$, so with $v_F=k_F$ the prefactor is $\tfrac34n\tau E$. Define

$$j_0=n\tau E,\qquad S(x)=\int_0^1(1-u^2)e^{-x/u}\,du .$$

Since $\int_0^1(1-u^2)\,du=\tfrac23$,

$$j_{\rm h}(s)=j_0\left[\tfrac12-\tfrac34S(s/\lambda)\right].$$

Without surfaces $S$ drops out and each hemisphere carries $j_0/2$, so $j_0$ is the bulk current density. In the film the two hemispheres have $s=z$ and $s=d-z$, and their sum is

$$\boxed{\frac{j(z)}{j_0}=1-\frac34\left[S\!\left(\frac z\lambda\right)+S\!\left(\frac{d-z}\lambda\right)\right]}$$

**The surface value and the meaning of "thick"**

Let $\kappa=d/\lambda$. At $z=0$ the leaving hemisphere has $s=0$ and carries $\tfrac12-\tfrac34\cdot\tfrac23=0$. The arriving hemisphere has $s=d$. Therefore

$$\frac{j(0)}{j_0}=\frac{j(d)}{j_0}=\frac12-\frac34S(\kappa)\;\longrightarrow\;\frac12\quad(\kappa\to\infty).$$

The equality of the two surfaces follows from the symmetry of the profile under $z\to d-z$. In a thick film the arriving electrons have nearly forgotten the far surface and bring their full bulk share, which is half the current.

At finite thickness the value lies below one half. Because $1/u\ge1$ in the integral, $e^{-x/u}\le e^{-x}$ and $S(x)\le\tfrac23e^{-x}$. The surface value is therefore below one half by at most $\tfrac12e^{-\kappa}$, in units of $j_0$. At the midplane the current is below bulk by $\tfrac32S(\kappa/2)\le e^{-\kappa/2}$. "Thick" thus means $d\gg\lambda$.

In the opposite limit, $d\ll\lambda$ at fixed $\tau$, both arguments of $S$ are small throughout the film, $S\to\tfrac23$, and $j/j_0\to0$ everywhere. Your guess of zero belongs to that limit: the arriving electrons have just come from the other surface and have had little time to gain drift. The approach is slow, of order $\kappa\ln(1/\kappa)$ by the expansion of $S$ below: the surface value is still $0.17j_0$ at $\kappa=0.1$ and $0.034j_0$ at $\kappa=0.01$. The limit also needs $d$ to stay far above the Fermi wavelength, which for the parameters used below already fails at $\kappa=0.01$.

**Shape of the profile**

The exponential integrals $E_n(x)=\int_1^\infty t^{-n}e^{-xt}dt$ are useful here. Substituting $t=1/u$ gives $E_n(x)=\int_0^1u^{n-2}e^{-x/u}du$, so $S=E_2-E_4$. The definition also gives $E_n'=-E_{n-1}$, and hence

$$S'(x)=-[E_1(x)-E_3(x)]=-\int_0^1\frac{1-u^2}{u}\,e^{-x/u}\,du .$$

This is negative, and its magnitude decreases with $x$. For $z<d/2$ the nearer surface therefore dominates the slope of $j$, and the current rises steadily from the surface to the midplane.

To find how it starts, integrate $E_1(x)=\int_x^\infty e^{-t}t^{-1}dt$ by parts:

$$E_1(x)=-e^{-x}\ln x+\int_x^\infty e^{-t}\ln t\,dt .$$

As $x\to0$ the last integral tends to $-\gamma$, where $\gamma$ is Euler's constant. Since $E_1'=-e^{-x}/x=-1/x+1-\dots$, we have $E_1=-\gamma-\ln x+x+O(x^2)$. Also $E_3(0)=\tfrac12$ and $E_3'(0)=-E_2(0)=-1$, so $E_3=\tfrac12-x+O(x^2\ln x)$. Then

$$S'(x)=\ln x+\gamma+\tfrac12-2x+O(x^2\ln x).$$

Integrating from $S(0)=\tfrac23$, with $\int_0^x\ln t\,dt=x\ln x-x$,

$$S(x)=\tfrac23+x\left(\ln x+\gamma-\tfrac12\right)-x^2+O(x^3\ln x).$$

For a thick film, with $x=z/\lambda\ll1$, this gives

$$\frac j{j_0}=\frac12+\frac34x\left[\ln\frac1x+\frac12-\gamma\right]+\frac34x^2+O(x^3\ln x).$$

The surface value is finite, but the slope there diverges logarithmically. The cause is the factor $1/u$ in $S'$, which is cut off only at $u\sim x$. Electrons leaving at grazing angles recover their drift within a depth of about $\lambda u$, however small that is.

**A numerical case**

Take round model parameters: $k_F=0.75$, $\tau=1000$ and $E=10^{-9}$, all in atomic units, with $d=10\lambda$. Then

$$n=\frac{0.75^3}{3\pi^2}=0.01425,\qquad \lambda=0.75\times1000=750\ \text{bohr},$$

$$j_0=0.01425\times1000\times10^{-9}=1.425\times10^{-8}\ \text{a.u.}$$

The film is 7500 bohr thick, or 397 nm, and $j_0$ is $3.37\times10^{10}$ A/m². The drift momentum $E\tau$ is about $1.3\times10^{-6}$ of $k_F$, so keeping only the first order in $E$ is justified. Heating is a separate matter: this field is 514 V/m, the current density is $3.4\times10^{6}$ A/cm², and the film would dissipate about 660 W per cm² of area, so a real film would need a weaker field or short pulses to keep $\tau$ fixed. The ratios $j/j_0$ below do not depend on $E$.

The numerical output below includes a solution obtained by stepping the Boltzmann equation through the film, direction by direction, without using the exponential formula. At six sampled depths it agrees with the boxed profile to within $2\times10^{-5}j_0$. At the surface it gives $7.12\times10^{-9}$ a.u., or $1.69\times10^{10}$ A/m². The leaving electrons contribute nothing, and the total is below one half of $j_0$ by only $3.9\times10^{-7}j_0$.

For thinner films the surface ratio is 0.4998 at $d=5\lambda$, 0.491 at $2\lambda$ and 0.453 at $\lambda$. Even a film one mean free path thick is within a tenth of the limiting value.

Moving inwards from the surface of the thick film, the leaving electrons regain their share. At $z=\lambda$ they carry $0.453j_0$ and the arriving ones $0.500j_0$, a total of $0.953j_0$. The current reaches 90% of bulk at $0.59\lambda$ and 99% at $1.96\lambda$.

The steep start is visible too. The mean slope $(j/j_0-\tfrac12)/(z/\lambda)$ is 3.40 between the surface and $z=0.01\lambda$, and 5.12 between the surface and $0.001\lambda$. The increase of 1.72 is close to the $\tfrac34\ln10=1.73$ expected from the logarithm. These depths are 7.5 and 0.75 bohr, less than the Fermi wavelength $2\pi/k_F=8.4$ bohr, so the two slopes check the semiclassical formula but do not describe the current in a real film that close to its surface. The surface value is likewise the semiclassical profile continued to $z=0$.

**Link to the film's resistance**

A measurement of the whole film sees the average of $j$. From $E_{n+1}'=-E_n$ and $E_{n+1}(0)=1/n$, we get $\int_0^\kappa E_n\,dx=1/n-E_{n+1}(\kappa)$. The two surfaces contribute equally, so

$$\frac{\langle j\rangle}{j_0}=1-\frac{3}{2\kappa}\int_0^\kappa S\,dx=1-\frac{3}{8\kappa}+\frac{3}{2\kappa}\left[E_3(\kappa)-E_5(\kappa)\right].$$

For $\kappa=10$ this is 0.9625. Although the current is halved at the surfaces, the film loses less than 4% of its conductance. In a thick film each surface removes as much current as a bulk layer of thickness $3\lambda/16$ would carry, here 141 bohr. At $\kappa=1$ the first two terms alone give 0.625, while the full average is 0.684, so the thick-film form should not be used there.

**If the surfaces are not fully diffuse**

Suppose a fraction $p$ of the electrons is reflected specularly, keeping $v_x$ and reversing $v_z$. In a thick film the arriving electrons have $\Phi=-E\tau v_x$, so the leaving ones start with $\Phi=-pE\tau v_x$. They carry $pj_0/2$, and the surface current is $(1+p)j_0/2$. In a thick film the half therefore requires $p=0$; for $p=1$ the current stays at its bulk value up to the surface.

## Numbers as computed

```
Fermi wave number k_F = 0.75 a.u.
relaxation time tau = 1000 a.u.
field E = 1.0e-09 a.u.
electron density n = 0.014248 a.u.
mean free path = 750.0 bohr = 39.69 nm
thickness d = 7500 bohr = 396.9 nm
drift ratio E tau / k_F = 1.333e-06
bulk j0 = 1.42483e-08 a.u. = 3.3702e+10 A/m^2
surface j = 7.12414e-09 a.u. = 1.6851e+10 A/m^2
surface, leaving share / j0 = 0.000000
surface, arriving share / j0 = 0.500000
Boltzmann solution by thickness (dimensionless):
d/lam, surface j/j0, half minus surface, mean j/j0
  1.0  0.453175  4.682e-02  0.68386
  2.0  0.490616  9.384e-03  0.81911
  5.0  0.499840  1.601e-04  0.92505
 10.0  0.500000  3.946e-07  0.96250
profile for d/lam = 10 (dimensionless):
z/lam, share moving to +z, share moving to -z, j/j0
 0.10  0.1739  0.5000  0.6739
 0.25  0.2861  0.5000  0.7861
 0.50  0.3789  0.5000  0.8789
 1.00  0.4532  0.5000  0.9532
 2.00  0.4906  0.5000  0.9906
 5.00  0.4998  0.4998  0.9997
j/j0 = 0.90 at z/lam = 0.5933, z = 445.0 bohr
j/j0 = 0.99 at z/lam = 1.9579, z = 1468.5 bohr
thick film near surface (dimensionless):
z/lam, direct j/j0, expansion, (j/j0 - 1/2)/(z/lam)
 0.100  0.6738933  0.6744027  1.7389
 0.010  0.5340339  0.5340347  3.4034
 0.001  0.5051237  0.5051237  5.1237
missing bulk layer per surface = 0.187500 lam = 140.62 bohr
```
